# Why a retracting film edge sheds strips by surface diffusion

**Question.** A thin solid film that does not wet its substrate is heated, and its edge retracts, collecting material in a thick rim. Why can the film break ahead of this rim, leaving the rim behind as a strip, and why does the new edge do the same again? What sets the time and the spacing?

**Answer.**

## The model and the direction of transport

Take a straight edge with no variation along it. The surface energy is isotropic, slopes are small, and there is no stress, evaporation or attraction between film surface and substrate. The film has thickness $H$ and meets the substrate at fixed contact slope $T=\tan\theta$. The film lies at larger $x$, so the edge $x_c(t)$ moves in the $+x$ direction.

For small slopes the chemical potential of a surface atom is, up to a constant, proportional to $-h_{xx}$: it is high on a convex crest and low in a concave hollow. Atoms drift down its gradient, so the flux (volume per unit edge length and time) is $J=Bh_{xxx}$, where the coefficient $B$ (length$^4$/time) is proportional to both the surface diffusivity and the surface energy. Conservation, $h_t=-J_x$, gives

$$h_t=-B\,h_{xxxx}.$$

Measure heights in $H$, lengths in $H/T$ and times in $H^4/(BT^4)$. The equation becomes $h_t=-h_{xxxx}$, the contact slope becomes 1 and the distant thickness 1. No parameter remains, so a result in these scaled units holds for every film within the model that starts from the same scaled profile.

Let $\xi=x-x_c$ and $U=dx_c/dt$. At fixed $x$ the time derivative is $h_t-Uh_\xi$ in the new variables, hence

$$h_t=(Uh-h_{\xi\xi\xi})_\xi,\qquad h=0,\quad h_\xi=1,\quad h_{\xi\xi\xi}=0\ \text{ at }\xi=0 .$$

The last condition says that no material leaves onto the bare substrate. Integrating over $\xi$ gives the growth of the excess $M=\int_0^\infty(h-1)\,d\xi$:

$$\frac{dM}{dt}=\big[Uh-h_{\xi\xi\xi}\big]_0^\infty=U .$$

None of the material that the edge sweeps up is lost, so $M=x_c$ up to a constant set by the starting profile. $M$ is a net excess: any region thinner than the film counts negatively, so the rim itself can hold more than $M$.

## Why there is a trough

Put $u=h-1$. When the rim is large, its shape adjusts faster than its size changes, and $u_t$ can be dropped at first. Integrating $(Uu-u_{\xi\xi\xi})_\xi=0$ from $\xi$ to infinity, where $u$ vanishes, leaves

$$u_{\xi\xi\xi}=k^3u,\qquad k=U^{1/3}.$$

A solution $e^{\lambda\xi}$ needs $\lambda^3=k^3$, so $\lambda=k$ or $\lambda=k(-1\pm i\sqrt3)/2$. The first grows into the film and is excluded. The other two decay, but they oscillate, so the rim cannot join the flat film monotonically.

For a large rim the edge value $u(0)=-1$ is small compared with the rim height, so the cosine is absent at leading order. The unit slope fixes the sine. With $z=k\xi$,

$$u\simeq\frac{\varphi_0(z)}{k},\qquad \varphi_0=\frac{2}{\sqrt3}\,e^{-z/2}\sin\frac{\sqrt3z}{2}.$$

The derivative vanishes where $\tan(\sqrt3z/2)=\sqrt3$. The crest is at $\sqrt3z/2=\pi/3$ and the first trough at $4\pi/3$, or $z=4.837$. The sine there is $\pm\sqrt3/2$, so

$$\varphi_0^{\rm crest}=e^{-\pi/(3\sqrt3)}=0.5463,\qquad \varphi_0^{\rm trough}=-e^{-4\pi/(3\sqrt3)}=-0.0891 .$$

At this order the trough is 0.163 times as deep as the crest is high, both measured from the flat film.

The flux shows where the missing material goes. Since $J=u_{\xi\xi\xi}\simeq Uu$, it is positive under the crest and negative in the trough. Between them, close to where the rim comes down to the film level, $u_{\xi\xi\xi}$ passes through zero and the upward curvature is greatest. This concave toe has the lowest chemical potential nearby and draws material from both sides. The part drawn from the film side leaves the trough.

The fourth-order law matters here. If the surface instead moved by evaporation and condensation, with $h_t=h_{xx}$ in suitable units, the profile $h=1-e^{-\xi}$ would travel unchanged at $U=1$, because $h_\xi+h_{\xi\xi}=e^{-\xi}-e^{-\xi}=0$. It has the same edge height and slope, but neither rim nor trough.

## Why the trough deepens

The trough depth is $0.0891/k$, so it grows if the edge slows down. Using $\int_0^\infty e^{-z/2}\sin(\sqrt3z/2)\,dz=\sqrt3/2$, we have $\int\varphi_0\,dz=1$ and therefore

$$M\simeq\frac1{k}\int\varphi_0\,d\xi=\frac1{k^2}.$$

With $M\simeq x_c$ this gives $U=k^3=x_c^{-3/2}$. Integration yields $\tfrac25x_c^{5/2}=t$, or in physical units

$$x_c\simeq\left(\tfrac52Bt\right)^{2/5}\left(\frac TH\right)^{3/5}.$$

The scaled trough depth is $0.0891\,x_c^{1/2}$, which grows as $t^{1/5}$. A larger rim moves more slowly, a slower rim has a longer tail, and at fixed contact slope a longer tail is also deeper.

The neglected term can now be judged. Relative to $Uu_\xi\sim k^4u$, the term $u_t\sim u/t$ has size $1/(tk^4)$. Since $t\simeq\tfrac25k^{-5}$, this is of order $k$, small for a large rim.

To separate the oscillation from the deepening, let the edge lose material at a constant rate $s$. Then $h_{\xi\xi\xi}(0)=-s$ and $dM/dt=U-s$, and a steady wave exists with $U=s=k^3$. Its conditions $u(0)=-1$, $u_\xi(0)=1$ give

$$u=e^{-z/2}\left[-\cos\frac{\sqrt3z}{2}+\frac{2}{\sqrt3}\left(\frac1k-\frac12\right)\sin\frac{\sqrt3z}{2}\right].$$

For $1/k=8$, or $s=0.001953$, its trough height is 0.3708. A numerical solution of the full time-dependent problem with this loss, started from the fresh edge $1-e^{-\xi}$, had a trough at 0.3707 at $t=2\times10^6$. Without loss, the same film breaks at about a ninth of that time. With the loss the trough is still present, but it stops deepening. A smaller loss need not save the film, since the steady trough itself deepens as $1/k$: the formula above puts it on the substrate at $1/k\approx12.2$, a loss about 3.5 times smaller.

## When the trough reaches the substrate

The trough touches down when its depth equals the film thickness. The leading formula gives $1/k=1/0.0891=11.23$ and $x_c=126.1$. At that point the neglected terms are comparable with the film thickness itself, so the next order is needed. Write

$$u=\frac{\varphi_0(z)}k+\varphi_1(z)+O(k).$$

From $M\simeq k^{-2}$ and $dM/dt=k^3$ follows $-2k^{-3}\dot k=k^3$, so $\dot k=-k^6/2$. At fixed $\xi$,

$$\partial_t\frac{\varphi_0(k\xi)}{k}=\frac{\dot k}{k^2}\,(z\varphi_0'-\varphi_0)=\frac{k^4}{2}(\varphi_0-z\varphi_0').$$

Collecting terms of order $k^4$ in $u_t=Uu_\xi-u_{\xi\xi\xi\xi}$ gives

$$\varphi_1'-\varphi_1''''=\tfrac12(\varphi_0-z\varphi_0'),\qquad \varphi_1(0)=-1,\quad \varphi_1'(0)=0 .$$

Integrate from $z$ to infinity, with $\int_z^\infty s\varphi_0'\,ds=-z\varphi_0-I$ and $I=\int_z^\infty\varphi_0\,ds$:

$$\varphi_1-\varphi_1'''=-I-\tfrac12z\varphi_0 .$$

At $z=0$ the right side is $-1$, so $\varphi_1'''(0)=0$ and the no-flux condition is met.

Let $\lambda=e^{2\pi i/3}$, so that $\lambda^3=1$ and $\varphi_0=(2/\sqrt3)\,{\rm Im}\,e^{\lambda z}$. The right side is then $(2/\sqrt3)\,{\rm Im}[e^{\lambda z}(1/\lambda-z/2)]$. Try $(az+bz^2)e^{\lambda z}$ inside the imaginary part. Subtracting its third derivative leaves $-3\lambda^2(a+2bz)-6\lambda b$ times $e^{\lambda z}$. The terms in $z$ require $-6\lambda^2b=-\tfrac12$, so $b=\lambda/12$. The constants require $-3\lambda^2a-\lambda^2/2=\lambda^2$, so $a=-\tfrac12$.

To this add $e^{-z/2}[\alpha\cos(\sqrt3z/2)+\beta\sin(\sqrt3z/2)]$. The value at the edge gives $\alpha=-1$. The slope of the particular part vanishes there because $a$ is real, so $\tfrac12+\sqrt3\beta/2=0$ and $\beta=-1/\sqrt3$. Thus

$$\varphi_1=e^{-z/2}\Big[-\cos\tfrac{\sqrt3z}2-\tfrac1{\sqrt3}\sin\tfrac{\sqrt3z}2-\tfrac{z}{\sqrt3}\sin\tfrac{\sqrt3z}2+\tfrac{z^2}{6\sqrt3}\sin\!\big(\tfrac{\sqrt3z}2+\tfrac{2\pi}3\big)\Big].$$

At the trough the last sine is $\sin2\pi=0$, and the rest gives $\varphi_1=e^{-z/2}(1+z/2)=0.3045$. The small displacement of the trough changes its height only at order $k$, because $\varphi_0'=0$ there. Hence

$$h_{\min}=1-\frac{0.0891}{k}+0.3045+O(k).$$

Setting this to zero gives $1/k=1.3045/0.0891$, or 14.65 with unrounded coefficients.

The excess changes too. In $\int\varphi_1dz$ the homogeneous part contributes $-\tfrac12-\tfrac12=-1$. For the particular part, $\int ze^{\lambda z}dz=1/\lambda^2=\lambda$ and $\int z^2e^{\lambda z}dz=-2$, so it contributes $(2/\sqrt3)\,{\rm Im}(-\lambda/2-\lambda/6)=-2/3$. Therefore

$$M=\frac1{k^2}-\frac5{3k}+O(1),$$

which puts the break at $x_c\simeq190$.

The full moving-edge problem, solved numerically from the fresh edge without assuming a quasi-steady shape, gives:

| Time | Retraction | Crest height | Trough height |
|---|---|---|---|
| $10^2$ | 5.57 | 1.945 | 0.900 |
| $10^3$ | 16.94 | 2.882 | 0.773 |
| $10^4$ | 47.86 | 4.396 | 0.550 |
| $10^5$ | 129.05 | 6.809 | 0.175 |

Contact occurs at $t=2.18\times10^5$, with $x_c=179$ and $1/k=14.26$. The two-term retraction is 6% too large, while the one-term value is 30% too small. The leading law would put the break at $\tfrac25(126.1)^{5/2}\approx7\times10^4$, about a third of the computed time. It explains the mechanism but is a poor clock.

The expansion can be tested at larger rims by continuing the linear equation after contact, a mathematical device with no physical film behind it. At $1/k=48.12$ the trough error is $0.293H$ with one term and $0.012H$ with two.

The fluxes at the break are $7.78\,UH$ under the crest and $-1.26\,UH$ in the trough. These are close to $\varphi_0/k$ at the two places, for a definite reason. Since $\lambda^2+\lambda+1=0$, $\varphi_0''=-\varphi_0$ wherever $\varphi_0'=0$. Also $I=-\varphi_0''$, because $\varphi_0=\varphi_0'''$. Thus $I=\varphi_0$ at both extrema, and the right side of the integrated equation is $-\varphi_0(1+z/2)$. This equals $\varphi_1$ there, so $\varphi_1'''=0$ and the first correction to the flux vanishes.

## Why the process repeats

What breaks is the neck at the trough, not the whole remaining film. Beyond it lies a film with a new edge, thinned nearby but of thickness $H$ farther on. To continue the calculation, the thin tip was trimmed where it was $0.3H$ thick and given the contact slope. The next two breaks took $2.177\times10^5$ and $2.178\times10^5$ time units, with periods 260.6 and 261.7. Trimming at $0.4H$ instead changed the first of these two times by 0.06%. Shedding therefore repeats with a nearly fixed period while enough film remains.

The third strip has cross-sectional area 259.8. Some material crosses the trough before each break, but when the thinned profile ahead of the break is the same in successive cycles, the gain and loss cancel. Conservation then requires period times thickness, 261.7, apart from material discarded in trimming and the finite mesh; the two agree within 1%.

A detached strip that relaxes fully has no flux, so $h_{xxx}=0$ and its profile is a parabola. With unit contact slopes and width $w$ it is $h=x(1-x/w)$, of height $w/4$ and area $w^2/6$. Here $w=\sqrt{6\times259.8}=39.5$ and the height is $9.87H$.

## Numbers for a model film

Choose $H=10$ nm, $T=0.3$ and $B=10^8$ nm$^4$/s. The length unit is $10/0.3=33.33$ nm and the time unit is $10^4/(10^8\times0.3^4)=0.01235$ s.

- The first break comes after $2.183\times10^5\times0.01235\approx2700$ s, or 45 minutes, when the edge has retracted 6.0 µm and the crest is 79 nm high.
- Later breaks repeat after about 2690 s, with period $261.7\times33.33$ nm $=8.7$ µm.
- The relaxed strips are 1.3 µm wide and 99 nm high, separated by bare gaps of about 7.4 µm (7.3 µm if the period is taken from the strip area, as it must be when no material is trimmed away).

Doubling $H$ at fixed $T$ and $B$ doubles the period but multiplies the time by 16. Halving $T$ at fixed $H$ and $B$ does the same.

These are model values, not predictions for a named material. The slope 0.3 is a contact angle of about 17°, and many metal films on oxides have much larger angles, for which the full curvature is needed. Even here the linearized curvature is off by roughly $\tfrac32T^2\approx14\%$ at the contact line, and the flux along the sloping surface carries a further factor $(1+h_x^2)^{-1/2}$. Both slow the transport near the edge, so the times above are underestimates by a relative amount of order $T^2$, which was not calculated here. Crystalline films bring a stronger departure: facets can alter or suppress the trough, so the break may be delayed or absent. A real edge may also develop fingers, or holes may open elsewhere, before a straight strip separates. A detached strip can later break into beads along its length, which a model with no variation along the edge cannot show. The repeated strips described here require that the trough reaches the substrate first. The remaining computed values are in the numerical output.

## Values computed for the example and the checks

```
Scaled units: height H, length H/T, time H^4/(B T^4)
crest amplitude coefficient      0.5463
trough amplitude coefficient     0.0891
trough/crest amplitude ratio     0.1630
trough position z                4.837
phi1 at crest, at trough         -0.8766, 0.3045
integral of phi1                 -1.6667
Simulation: t, retraction, crest height, trough height
  1e+02  5.57  1.945  0.900
  1e+03  16.94  2.882  0.773
  1e+04  47.86  4.396  0.550
  1e+05  129.05  6.809  0.175
late retraction exponent         0.4069
late test at 1/k                 48.12
trough error, one term (H)       0.2929
trough error, two terms (H)      0.0116
crest error, two terms (H)       0.0013
(excess - 1/k^2)*k               -1.6937
First pinch-off
1/k: one term, two terms, sim    11.23, 14.65, 14.26
retraction: one, two, sim        126.1, 190.1, 179.4
time, simulation                 2.183e+05
time change on coarse mesh       0.04 %
crest height (H)                 7.92
trough distance from edge        67.8
flux/(U H) at crest, trough      7.78, -1.26
Edge with constant mass loss
loss rate (U H, scaled)          0.001953
final time                       2e+06
trough height sim, steady wave   0.3707, 0.3708
Repeated shedding: time, period, strip area
  second strip  2.177e+05  260.6  259.7
  third strip   2.178e+05  261.7  259.8
time change, tip trim 0.3 to 0.4 0.06 %
relaxed strip width, height (H)  39.5, 9.87
Example: H = 10 nm, T = 0.3, B = 1e+08 nm^4/s
length unit                      33.33 nm
time unit                        0.01235 s
first pinch-off time             2696 s
first pinch-off retraction       5.98 micrometre
crest height at first pinch-off  79.2 nm
repeat time                      2689 s
repeat period                    8.72 micrometre
relaxed strip width              1.32 micrometre
relaxed strip height             98.7 nm
bare gap between strips          7.41 micrometre
```
